# Threefold depolarization at the work-function extremum of a square dipole lattice

## Result and conditions

Identical adsorbates form a square lattice of areal density $n$ on a metal. Each has an outward dipole $p_0$ when isolated and a polarizability $\alpha$ normal to the surface. If the lattice shrinks uniformly as $n$ grows, the work-function change $\Delta\phi(n)$ has one extremum, at

$$
n_*=\left(\frac{2}{\alpha S}\right)^{2/3},\qquad p(n_*)=\frac{p_0}{3},\qquad \Delta\phi_*=-\frac{4\pi}{3}\,n_*p_0 , \tag{1}
$$

where $S\simeq 9.034$ is a lattice sum. Mutual depolarization reduces each dipole threefold there, whatever the values of $p_0$, $\alpha$ and $S$.

The assumptions are those of the Topping model: point dipoles, a response linear in the field, and $p_0$ and $\alpha$ independent of coverage. The spacing is $a=n^{-1/2}$ at every coverage. Adsorbates that fill fixed sites at random behave differently, as shown below.

The algebra uses atomic units, with $e=1$ and $4\pi\varepsilon_0=1$, so that $\alpha$ is a volume. A dipole is positive when its positive end points away from the metal. For $p_0>0$ the extremum is a minimum of the work function; for $p_0<0$ it is a maximum.

## The depolarizing field

A dipole $p$ along $z$ has the potential $pz/(r^2+z^2)^{3/2}$ at lateral distance $r$ and height $z$. In the plane of the dipole the normal field is therefore

$$
E_z=-\left.\frac{\partial}{\partial z}\frac{pz}{(r^2+z^2)^{3/2}}\right|_{z=0}=-\frac{p}{r^3}. \tag{2}
$$

It opposes the dipole that produced it, so parallel neighbours weaken one another. The neighbours sit at distances $a\sqrt{i^2+j^2}$, with $i,j$ integers that are not both zero. Summing (2) over them, with $a^{-3}=n^{3/2}$, gives

$$
E=-S\,n^{3/2}p,\qquad S=\sum_{(i,j)\neq(0,0)}\frac{1}{(i^2+j^2)^{3/2}} . \tag{3}
$$

To evaluate $S$, sum directly over a square of half-width $L$ and replace the remainder by an integral. The outer region consists of eight equal wedges, in each of which $r$ starts at $L/\cos\theta$:

$$
8\int_0^{\pi/4}\!d\theta\int_{L/\cos\theta}^{\infty}\frac{r\,dr}{r^3}
=\frac{8}{L}\int_0^{\pi/4}\!\cos\theta\,d\theta=\frac{4\sqrt2}{L}. \tag{4}
$$

Points with $|i|,|j|\le600$ fill unit cells out to $L=600.5$. The direct part is 9.0242 and the tail is 0.0094, so $S=9.0336$.

The metal adds image dipoles. At distances large compared with its height, a neighbour and its image act together as a dipole $2p$, which doubles the field (3). If $\alpha_0$ is the response of one adsorbed atom to a given field, its induced dipole is $-2\alpha_0Sn^{3/2}p$. Here $\alpha=2\alpha_0$ denotes the effective polarizability, which absorbs this factor. The atom's own image is already contained in $p_0$ and $\alpha_0$.

Self-consistency then requires

$$
p=p_0-\alpha S n^{3/2}p
\quad\Longrightarrow\quad
p=\frac{p_0}{1+x},\qquad x=\alpha S n^{3/2}. \tag{5}
$$

## From dipoles to the work function

Let each adsorbate carry charge $q$ at height $d$ above the image plane, so that $p=qd$. Averaged over the surface, the layer is a sheet of charge density $nq$ above a sheet $-nq$ on the metal. By Gauss's law the field between the sheets has magnitude $4\pi nq$ and points towards the metal; outside it vanishes. The electrostatic potential thus rises by $4\pi nqd=4\pi np$ from metal to vacuum. An electron has charge $-1$, so its energy in vacuum falls by the same amount:

$$
\Delta\phi=-4\pi np . \tag{6}
$$

The image charges are the lower sheet, so they bring no further factor of two into (6).

A direct sum tests the factor $4\pi$. For a patch of $2001\times2001$ unit dipoles at unit spacing, the potential difference between points three spacings above and below its centre is 0.9973 of $4\pi np$. The deficit comes from the missing outer dipoles. By (4) with $L=1000.5$ they would supply $4\sqrt2\,z/L$ of the full $2\pi$ on each side, a fraction $0.0027$ for $z=3$.

## The extremum

Equations (5) and (6) give $\Delta\phi=-4\pi p_0\,n/(1+x)$. Since $x\propto n^{3/2}$, we have $n\,dx/dn=\tfrac32x$, and

$$
\frac{d(np)}{dn}=p_0\left[\frac{1}{1+x}-\frac{\tfrac32x}{(1+x)^2}\right]
=p_0\,\frac{1-\tfrac12x}{(1+x)^2}. \tag{7}
$$

For $p_0>0$ this is positive for $x<2$ and negative for $x>2$. Hence $np$ has a single maximum, at

$$
\alpha S n_*^{3/2}=2 . \tag{8}
$$

Solving for $n_*$, and putting $x=2$ into (5) and (6), gives the three statements of (1).

The physical content is a competition. Adding adsorbates raises the number of dipoles per area, but compression weakens all those already present. At $x=2$ a small fractional gain in $n$ is cancelled by an equal fractional loss in $p$. The depolarizing field has then removed two thirds of the isolated dipole:

$$
|E_*|=\frac{p_0-p_0/3}{\alpha}=\frac{2p_0}{3\alpha}. \tag{9}
$$

Here $E_*$ is the field (3) of the neighbours without their images. The field acting on an adatom is twice as large, a factor that the effective $\alpha$ absorbs.

With $t=n/n_*$, (8) gives $x=2t^{3/2}$, and the whole curve takes the form

$$
\frac{\Delta\phi}{\Delta\phi_*}=\frac{3t}{1+2t^{3/2}} . \tag{10}
$$

For $t\ll1$ this is $3t$, the line $\Delta\phi=-4\pi np_0$ of independent dipoles. For $t\gg1$ it falls as $\tfrac32t^{-1/2}$, a formal limit, since the uniform state loses stability first. Near the extremum put $u=\ln t$. The logarithm of (10) is $\ln3+u-\ln(1+2e^{3u/2})$. Its first derivative vanishes at $u=0$, and its second is $-\tfrac94\cdot\tfrac{2}{(1+2)^2}=-\tfrac12$. Therefore

$$
\frac{\Delta\phi}{\Delta\phi_*}\simeq1-\tfrac14u^2 . \tag{11}
$$

The extremum is flat: a 20% error in density costs about 1% of $\Delta\phi_*$. Conversely, a measured curve fixes the depth of the extremum much better than its position.

## Why the factor is three

Let the depolarizing field be $-D(n)\,p$ with a general function $D$, and define the logarithmic slope $s=d\ln D/d\ln n$. From $p=p_0/(1+\alpha D)$,

$$
\frac{d\ln(np)}{d\ln n}=1-\frac{s\,\alpha D}{1+\alpha D}=\frac{1-(s-1)\alpha D}{1+\alpha D}. \tag{12}
$$

For $s>1$ this vanishes when $\alpha D=1/(s-1)$, and then

$$
\frac{p_0}{p}=1+\frac{1}{s-1}=\frac{s}{s-1}. \tag{13}
$$

A field falling as $r^{-3}$ in a uniformly compressed two-dimensional lattice has $s=\tfrac32$, which gives three. For lattices in which all sites are equivalent, the geometry enters only through $S$ and so moves $n_*$ without changing the factor.

Fixed adsorption sites are the contrasting case. Let the sites have spacing $a_0$ and let a fraction $\theta$ be filled at random. In mean field the average number of neighbours at each distance is proportional to $\theta$, so $D=S\theta/a_0^3$ and $s=1$. The right side of (12) is then $1/(1+\alpha D)>0$: the total dipole keeps rising and there is no extremum.

This conclusion does not need the mean field. Let $M$ be the matrix of $1/r_{ij}^3$ between occupied sites, with zero diagonal, and let $A=1+\alpha M$. The dipoles obey $A\mathbf p=p_0\mathbf 1$, so the total is $P=p_0\mathbf1^{T}A^{-1}\mathbf1$. Add one site whose couplings to the others, $\alpha/r^3$ for each distance $r$, form the column $\mathbf b$. Writing the new dipoles as $p_0(\mathbf u,v)$, we have

$$
A\mathbf u+\mathbf b v=\mathbf1,\qquad \mathbf b^{T}\mathbf u+v=1 . \tag{14}
$$

The first equation gives $\mathbf u=A^{-1}\mathbf1-A^{-1}\mathbf b\,v$. Inserting this in the second gives $v=(1-\mathbf b^{T}A^{-1}\mathbf1)/(1-\mathbf b^{T}A^{-1}\mathbf b)$. The new total is $p_0(\mathbf1^T\mathbf u+v)$, so

$$
P'-P=p_0\,v\,(1-\mathbf b^{T}A^{-1}\mathbf1)=p_0\,\frac{(1-\mathbf b^{T}A^{-1}\mathbf1)^2}{1-\mathbf b^{T}A^{-1}\mathbf b}. \tag{15}
$$

The denominator is the quadratic form of the enlarged matrix on the vector $(-A^{-1}\mathbf b,1)$. It is positive as long as that matrix is positive definite, which is the condition of stability. Hence, for $p_0>0$, filling another fixed site cannot lower the total dipole.

A periodic cell of 144 sites with $\alpha/a_0^3=0.30$, filled one site at a time in one random order, shows no decrease at any step. At fillings 0.25, 0.50, 0.75 and 1.00 the total, divided by the number of sites and by $p_0$, is 0.155, 0.222, 0.252 and 0.270. The extremum (1) thus requires the adatoms already present to change their positions as the coverage grows; filling empty sites among them is not enough, as long as the layer stays stable. For a full square lattice of sites that means $\alpha/a_0^3<0.378$, by (17) below. With the caesium-like $\alpha=60$ Å$^3$ used later this needs $a_0>5.4$ Å; on sites 3.17 Å apart two adatoms on neighbouring sites would already be unstable, since $\alpha/a_0^3=1.9>1$, and (15) applies only if such close pairs are excluded.

## Stability of the uniform state

Equation (5) assumes equal dipoles. To see whether they remain equal, consider the energy

$$
U=\sum_i\frac{(p_i-p_0)^2}{2\alpha}+\frac12\sum_{i\ne j}\frac{p_ip_j}{r_{ij}^3}. \tag{16}
$$

Setting $\partial U/\partial p_i=0$ gives $p_i=p_0-\alpha\sum_{j\neq i}p_j/r_{ij}^3$, the self-consistency condition. Image doubling multiplies the pair energy by two and, because $\alpha_0=\alpha/2$, the first term too, so stability is unaffected.

The matrix of second derivatives of $U$ is $(1+\alpha M)/\alpha$. On a periodic lattice its eigenvectors are plane waves, and the eigenvalues of $M$ are $n^{3/2}\lambda(\mathbf k)$, where $\lambda(\mathbf k)$ is the sum in (3) with each term multiplied by $\cos(\mathbf k\cdot\mathbf R)$, $\mathbf R=(i,j)$. On a $12\times12$ grid of wave vectors the lowest value is $\lambda_{\min}=-2.646$, for the checkerboard pattern in which nearest neighbours change in opposite senses. The uniform state is stable against these modes if

$$
\alpha n^{3/2}|\lambda_{\min}|<1 . \tag{17}
$$

At $n_*$, (8) makes the left side $2|\lambda_{\min}|/S=0.586$, so the extremum lies in the stable range. The limit is reached at $n/n_*=(1/0.586)^{2/3}=1.43$. Beyond it the uniform branch of (10) is an unstable state of this model.

## A caesium-like layer on a cathode

Take $p_0=2.0$ e·Å, $\alpha=60$ Å$^3$ and a clean work function of 4.5 eV. These are illustrative inputs, chosen to give a work-function change of the size seen for caesium on tungsten, not fitted values. For a charge 2 Å above the image plane, $p_0$ corresponds to one full elementary charge. A free Cs$^+$ ion has a polarizability of only about 2 Å$^3$, so $\alpha$ must here stand mainly for charge flowing between the adatom and the metal. In these units (6) acquires the factor $k=e^2/4\pi\varepsilon_0=14.40$ eV·Å. From (8),

$$
n_*=\left(\frac{2}{60\times9.034}\right)^{2/3}\text{Å}^{-2}=0.0239\ \text{Å}^{-2}, \tag{18}
$$

or $2.39\times10^{14}$ cm$^{-2}$. The spacing is 6.47 Å. If adatoms can approach to about 5.2 Å, this is 0.65 of the densest square layer, so the extremum comes before the layer is full. Each dipole is $2.0/3=0.667$ e·Å, and

$$
\Delta\phi_*=-4\pi(14.40)(0.02388)(0.6667)\ \text{eV}=-2.88\ \text{eV}, \tag{19}
$$

which leaves a work function of about 1.6 eV. A numerical search over the density, with 144 periodic dipoles coupled explicitly, finds the same $n_*$ and $p_0/p=3.000$.

At $0.75\,n_*$ and $1.25\,n_*$ the change is $-2.82$ and $-2.85$ eV. With $p_0$ and $\alpha$ held fixed, missing the best density by a quarter therefore costs less than 0.1 eV.

## What the model leaves out

**Finite height.** The law $r^{-3}$ requires spacings large compared with the height $d$ of the charge, here about 2 Å. A neighbouring ion and its image produce at the site of another ion the potential $V=q(1/r-1/\sqrt{r^2+4d^2})$. Dividing by $d$ gives an effective field. With $q=p/d$ and $\alpha_0=\alpha/2$, the reduction of the dipole is $\alpha_0V/d=\alpha p\,f(r)$, where

$$
f(r)=\frac{1}{2d^2}\left(\frac1r-\frac{1}{\sqrt{r^2+4d^2}}\right)=\frac1{r^3}\left(1-\frac{3d^2}{r^2}+\dots\right). \tag{20}
$$

The leading term reproduces the Topping law. The correction weakens the coupling most at short distance, so $D$ grows more slowly than $n^{3/2}$, $s$ falls below $\tfrac32$, and (13) gives a factor above three as long as an extremum exists.

With the full $f(r)$ and the same $p_0$ and $\alpha$, the extremum moves to 0.0341 Å$^{-2}$, 43% above (18). There $s=1.352$, $p_0/p=3.84$ and $\Delta\phi=-3.21$ eV, which is 12% larger in magnitude than (19). The left side of the stability condition, computed with $f(r)$ for the checkerboard mode, is 0.66, so that mode is stable. The new spacing, 5.41 Å, coincides to the digits given with the spacing at which the point-dipole model becomes unstable. This is an accident of the inputs, since the first depends on $d$ and the second does not.

These numbers depend on which field the adatom responds to. The ratio $V/d$ is the field averaged between the image plane and the charge. If the local field at the height of the charge is used instead, $f(r)$ becomes $(r^2+4d^2)^{-3/2}=r^{-3}(1-6d^2/r^2+\dots)$, and the leading correction is twice as large. For $d=2$ Å the curve then has no extremum at densities up to 0.2 Å$^{-2}$; for $d=1.5$ Å it has one, with a factor of about 4.4, but at a spacing of 5.0 Å, below the closest approach of 5.2 Å assumed above. At such heights, constant $p_0$ and $\alpha$ do not by themselves guarantee an extremum before the layer is full.

**Meaning of $\alpha$.** If 60 Å$^3$ were the response $\alpha_0$ itself, $\alpha$ would be 120 Å$^3$. The density $n_*$ would fall by $2^{-2/3}$ to 0.0150 Å$^{-2}$, and $\Delta\phi_*$ would shrink in proportion to $-1.81$ eV. The factor three would stay.

**Nonlinear response.** The field (9) is 0.32 V/Å. With the images, 0.64 V/Å acts on each adatom in the point-dipole limit, strong enough to make a constant $\alpha$ doubtful. Let the polarizability, taken as the ratio of the induced dipole to the field, change by a fraction $\kappa$ at this working point, linearly in the field. With $\epsilon=\alpha|E|/p_0$ and $y=p/p_0$,

$$
y=1-\epsilon-\tfrac32\kappa\epsilon^2 . \tag{21}
$$

Since $|E|=Sn^{3/2}p$, the density varies as $(\epsilon/y)^{2/3}$ and $np$ as $\epsilon^{2/3}y^{1/3}$. Its cube, $\epsilon^2y$, is stationary when $2-3\epsilon-6\kappa\epsilon^2=0$. For $\kappa=0$ this gives $\epsilon=\tfrac23$ and $y=\tfrac13$, as before. For $\kappa=+0.1$ the factor $p_0/p$ is 2.85, and for $\kappa=-0.1$ it is 3.31. If $\kappa$ refers instead to the slope $dp/dE$, the last term of (21) is halved and the factors are 2.91 and 3.12.

**Order and temperature.** A hexagonal lattice of the same density has the sum 8.893 in place of 9.034, which raises $n_*$ by 1% and leaves the factor three. Random shifts of up to 0.08 spacings along each axis, at fixed density $n_*$, change $p_0/\langle p\rangle$ to 3.02. Larger disorder cannot be excluded at room temperature. The direct dipole repulsion of two neighbours, $kp^2/a^3$, is 0.024 eV, and image doubling makes it 0.047 eV in the point-dipole limit, or 0.037 eV for charges 2 Å above the image plane. The thermal energy at 300 K is 0.026 eV. The coupling $(\pi n)^{3/2}\,2kp^2/k_BT$ is then about 10, well below the value of roughly 60 at which a free two-dimensional crystal of parallel dipoles melts, so dipole repulsion alone does not give an ordered layer. Nor does it favour a square one: at equal density and dipole the hexagonal lattice has the smaller sum and so the lower energy, and a square lattice of equal dipoles is unstable against the sliding of neighbouring rows. The square order assumed here therefore needs the substrate to hold it, and fixed substrate sites can do so only at separate, commensurate densities. Between these, the continuous curve (10) is an interpolation. For a fluid layer the turnover itself weakens: in a short Monte Carlo run for 49 adatoms at 300 K with a closest approach of 5.2 Å, $p_0/\langle p\rangle$ is about 3.1 at $n_*$, and $\Delta\phi$ stays near $-2.8$ eV from $n_*$ to $1.3\,n_*$ with no clear extremum.

**Comparison with real cathodes.** Caesium lowers the work function of tungsten by roughly 3 eV, with the minimum below a full layer. The model has the same form and size, but its inputs were chosen in that regime, so this is no independent prediction. Real layers also break the assumption of constant $p_0$ and $\alpha$, because the adatoms become less ionic and more metallic as they approach one another. The model does not size that change as a whole. The corrections above show its sensitivity: a 10% change in $\alpha$ at the working field moves the factor by 5 to 10%, and a charge height of 2 Å moves it by 28% if the averaged field $V/d$ acts, but removes the extremum if the local field at the charge does. For such a layer, threefold reduction is the point-dipole reference value, not a prediction.

## Table of computed values

```
Coulomb constant e^2/(4 pi eps0): 14.3996 eV A
Input isolated dipole p0: 2.00 e A
Input effective polarizability: 60.0 A^3
Input charge height: 2.0 A
Input closest adatom spacing: 5.2 A
Input clean work function: 4.5 eV
Lattice sum, direct part (half-width 600.5): 9.024201
Lattice sum, tail: 0.009420
Lattice sum S: 9.033622
Checkerboard eigenvalue: -2.64589
Finite-patch step / (4 pi n p): 0.9973
Extremal density, formula: 0.02388 A^-2
Extremal density, coupled dipoles: 0.02388 A^-2
Extremal density, converted: 2.388e+14 cm^-2
Spacing at extremum: 6.471 A
Density / closest square layer: 0.646
Dipole at extremum: 0.6667 e A
p0/p at extremum, coupled dipoles: 3.00000
Depolarizing field at extremum: 0.3200 V/A
Work-function change at extremum: -2.881 eV
Work function left: 1.619 eV
Work-function change at 0.25 n_star: -1.728 eV
Work-function change at 0.50 n_star: -2.531 eV
Work-function change at 0.75 n_star: -2.819 eV
Work-function change at 1.25 n_star: -2.846 eV
Stability measure at extremum (unstable at 1): 0.5858
Instability density / n_star: 1.4284
Instability spacing: 5.415 A
Fixed sites, alpha/spacing^3: 0.30
Fixed sites, filling 0.25: total dipole/(N_sites p0) 0.1547
Fixed sites, filling 0.50: total dipole/(N_sites p0) 0.2217
Fixed sites, filling 0.75: total dipole/(N_sites p0) 0.2525
Fixed sites, filling 1.00: total dipole/(N_sites p0) 0.2695
Finite height: extremal density 0.03411 A^-2
Finite height: spacing 5.415 A
Finite height: logarithmic slope s 1.3518
Finite height: p0/p 3.842
Finite height: work-function change -3.212 eV
Finite height: stability measure 0.662
Bare alpha with image doubling: density 0.01504 A^-2
Hexagonal sum at unit density: 8.8927
Hexagonal extremal density: 0.02413 A^-2
Disorder, largest shift per axis / spacing: 0.08
Disorder: p0/(mean p) at n_star 3.0178
Alpha 10% larger at field 2p0/(3 alpha): p0/p 2.848
Alpha 10% smaller at field 2p0/(3 alpha): p0/p 3.312
Direct neighbour dipole energy at extremum: 0.0236 eV
Thermal energy at 300 K: 0.0259 eV
```
